# Four-Centre s Integrals over Gaussian and Gaussian-Weighted Coulomb Kernels: verification in Python

```python
"""
Four-centre integrals over s Gaussians with Gaussian-type kernels.

Result under test, for normalized s functions with exponents a,b (electron 1)
and c,d (electron 2), and for every g > -rho:
  G(g) = <exp(-g r12^2)>     = M (pi/sigma)^(3/2) exp(-rho g R^2/sigma)
  Y(g) = <exp(-g r12^2)/r12> = M (2 pi/sigma) exp(-rho g R^2/sigma)
                               * F0(rho^2 R^2/sigma)
p=a+b, q=c+d : pair exponents;  R : vector between the two pair centres
rho=p q/(p+q);  sigma=rho+g;  F0 : Boys function of order zero
M : norms * product-theorem factors * (pi/(p+q))^(3/2)
Lengths are in nm, exponents and g in nm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf
from pyscf import gto


def boys0(T):
    if T < 1e-8:
        return 1.0 - T / 3.0
    return 0.5 * np.sqrt(np.pi / T) * erf(np.sqrt(T))


def pair_data(exps, centres):
    a, b, c, d = exps
    A, B, C, D = centres
    p, q = a + b, c + d
    P, Q = (a * A + b * B) / p, (c * C + d * D) / q
    K_ab = np.exp(-a * b / p * np.sum((A - B) ** 2))
    K_cd = np.exp(-c * d / q * np.sum((C - D) ** 2))
    norms = np.prod((2 * exps / np.pi) ** 0.75)
    M = norms * K_ab * K_cd * (np.pi / (p + q)) ** 1.5
    return dict(p=p, q=q, P=P, Q=Q, K_ab=K_ab, K_cd=K_cd, norms=norms,
                M=M, rho=p * q / (p + q), Rvec=P - Q,
                R2=np.sum((P - Q) ** 2))


def G_formula(s, g):
    sigma = s["rho"] + g
    return (s["M"] * (np.pi / sigma) ** 1.5
            * np.exp(-s["rho"] * g * s["R2"] / sigma))


def Y_formula(s, g):
    sigma = s["rho"] + g
    return (s["M"] * 2 * np.pi / sigma
            * np.exp(-s["rho"] * g * s["R2"] / sigma)
            * boys0(s["rho"] ** 2 * s["R2"] / sigma))


exps = np.array([100.0, 60.0, 80.0, 40.0])
centres = np.array([[0.0, 0.0, 0.0], [0.1, 0.0, 0.0],
                    [0.0, 0.2, 0.0], [0.1, 0.2, 0.1]])
g_example = 50.0
s = pair_data(exps, centres)
rho, R2 = s["rho"], s["R2"]

# Boys function against its defining integral
for T in (0.0, 1e-9, 0.5, 1.6, 20.0):
    ref = quad(lambda x: np.exp(-T * x * x), 0, 1, epsabs=1e-13)[0]
    assert abs(boys0(T) - ref) < 1e-11

# Separation distribution C(u), summed from the four original functions.
# At fixed u the integral over electron 2 factorizes into x, y and z sums.
h = 0.03
line = np.arange(-1.0, 1.2 + h / 2, h)
xu, wu = np.polynomial.legendre.leggauss(60)
u_max = 1.2
u_r, w_r = 0.5 * u_max * (xu + 1), 0.5 * u_max * wu
cos_t, w_t = np.polynomial.legendre.leggauss(28)
n_phi = 40
phi = 2 * np.pi * np.arange(n_phi) / n_phi
U, CT, PHI = np.meshgrid(u_r, cos_t, phi, indexing="ij")
ST = np.sqrt(1 - CT ** 2)
u_vec = np.array([(U * ST * np.cos(PHI)).ravel(),
                  (U * ST * np.sin(PHI)).ravel(), (U * CT).ravel()])
weights = (w_r[:, None, None] * w_t[None, :, None]
           * np.full(n_phi, 2 * np.pi / n_phi)[None, None, :]).ravel()
u_len = U.ravel()
C_num = np.full(u_len.size, np.prod((2 * exps / np.pi) ** 0.75))
for k in range(3):
    x1 = line[None, :] + u_vec[k][:, None]
    bra = np.exp(-exps[0] * (x1 - centres[0, k]) ** 2
                 - exps[1] * (x1 - centres[1, k]) ** 2)
    ket = np.exp(-exps[2] * (line - centres[2, k]) ** 2
                 - exps[3] * (line - centres[3, k]) ** 2)
    C_num *= h * (bra @ ket)
C_formula = s["M"] * np.exp(
    -rho * np.sum((u_vec - s["Rvec"][:, None]) ** 2, axis=0))
C_error = np.max(np.abs(C_num - C_formula)) / np.max(C_num)
assert C_error < 1e-11

# Both integrals from the definition, including a growing kernel (g < 0)
table = []
for g in (-0.3 * rho, 0.0, g_example, 200.0):
    kernel = np.exp(-g * u_len ** 2)
    G_num = np.sum(weights * u_len ** 2 * kernel * C_num)
    Y_num = np.sum(weights * u_len * kernel * C_num)
    G_val, Y_val = G_formula(s, g), Y_formula(s, g)
    assert abs(G_num / G_val - 1) < 1e-9
    assert abs(Y_num / Y_val - 1) < 1e-9
    table.append((g, G_val, G_num, Y_val, Y_num))

# Existence bound: sign of the lowest eigenvalue of the quadratic form
for factor, exists in ((0.99, True), (1.01, False)):
    g = -factor * rho
    form = np.array([[s["p"] + g, -g], [-g, s["q"] + g]])
    assert (np.linalg.eigvalsh(form)[0] > 0) == exists

# g = 0 against an independent integral library (atomic units inside)
a0 = const.physical_constants["Bohr radius"][0] * 1e9
labels = ["H1", "H2", "H3", "H4"]
mol = gto.M(atom=[(lab, tuple(xyz / a0)) for lab, xyz in zip(labels, centres)],
            basis={lab: [[0, [float(e * a0 ** 2), 1.0]]]
                   for lab, e in zip(labels, exps)},
            unit="Bohr", verbose=0)
overlap = mol.intor("int1e_ovlp")
Y0_library = mol.intor("int2e").reshape(4, 4, 4, 4)[0, 1, 2, 3] / a0
assert abs(G_formula(s, 0.0) / (overlap[0, 1] * overlap[2, 3]) - 1) < 1e-9
assert abs(Y_formula(s, 0.0) / Y0_library - 1) < 1e-9


# Gaussian transform of 1/r12 links Y to G without a Boys function
def Y_over_G_transform(system, g):
    scale = np.sqrt(system["rho"] + g)
    G0 = G_formula(system, g)
    value = quad(lambda x: G_formula(system, g + (scale * x) ** 2) / G0,
                 0, np.inf, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * scale * value


far_centres = centres.copy()
far_centres[2:, 1] += 0.6
far = pair_data(exps, far_centres)
concentric = pair_data(exps, np.zeros((4, 3)))
for system in (s, far, concentric):
    ratio = Y_formula(system, g_example) / G_formula(system, g_example)
    assert abs(Y_over_G_transform(system, g_example) / ratio - 1) < 1e-9

# Distant pairs: Y/G tends to 1/S with S = rho R/sigma, not to 1/R
sigma = rho + g_example
R_far = np.sqrt(far["R2"])
S_far = rho * R_far / sigma
far_ratio = Y_over_G_transform(far, g_example)
assert abs(far_ratio * S_far - 1) < 1e-8
assert abs(far_ratio * R_far - 1) > 0.1

# Large g: both kernels become contact kernels; four-function overlap
contact = np.prod((2 * exps / np.pi) ** 0.75)
for k in range(3):
    contact *= h * np.sum(np.exp(-sum(
        exps[i] * (line - centres[i, k]) ** 2 for i in range(4))))
g_big = 1e8
contact_G = (g_big / np.pi) ** 1.5 * G_formula(s, g_big)
contact_Y = g_big / (2 * np.pi) * Y_formula(s, g_big)
# corrections are of relative order rho^2 R^2/g, about 2e-6 here
assert abs(contact_G / contact - 1) < 1e-5
assert abs(contact_Y / contact - 1) < 1e-5

# Worked example
R = np.sqrt(R2)
S = rho * R / sigma
T = rho ** 2 * R2 / sigma
damping = rho * g_example * R2 / sigma
G_ex, Y_ex = G_formula(s, g_example), Y_formula(s, g_example)
Y_wrong = Y_ex * boys0(rho * R2) / boys0(T)
assert abs(Y_wrong / Y_ex - 1) > 0.05
coulomb = const.e ** 2 / (4 * np.pi * const.epsilon_0)   # J m
energy = coulomb * Y_ex * 1e9
energy0 = coulomb * Y_formula(s, 0.0) * 1e9

print("exponents a, b, c, d (nm^-2):", *exps)
for name, xyz in zip("ABCD", centres):
    print(f"centre {name} (nm):", *xyz)
print(f"g = {g_example:.1f} nm^-2")
print(f"p = {s['p']:.1f} nm^-2, q = {s['q']:.1f} nm^-2")
print("P (nm):", *[f"{x:.6f}" for x in s["P"]])
print("Q (nm):", *[f"{x:.6f}" for x in s["Q"]])
print(f"R = {R:.6f} nm, R^2 = {R2:.8f} nm^2")
print(f"rho = {rho:.6f} nm^-2, sigma = {sigma:.6f} nm^-2")
print(f"K_AB = {s['K_ab']:.6f}, K_CD = {s['K_cd']:.6f}")
print(f"product of norms = {s['norms']:.4f} nm^-6")
print(f"M = {s['M']:.6f} nm^-3")
print(f"shifted centre S = {S:.6f} nm")
print(f"damping exponent rho g R^2/sigma = {damping:.6f}")
print(f"damping factor = {np.exp(-damping):.6f}")
print(f"Boys argument rho^2 R^2/sigma = {T:.6f}")
print(f"unmodified argument rho R^2 = {rho * R2:.6f}")
print(f"F0(modified) = {boys0(T):.6f}")
print(f"F0(unmodified) = {boys0(rho * R2):.6f}")
print(f"(pi/sigma)^(3/2) = {(np.pi / sigma) ** 1.5:.8f} nm^3")
print(f"2 pi/sigma = {2 * np.pi / sigma:.8f} nm^2")
print(f"G = {G_ex:.8f} (dimensionless)")
print(f"Y = {Y_ex:.8f} nm^-1")
print(f"Y with unmodified argument (false) = {Y_wrong:.8f} nm^-1")
print(f"e^2/(4 pi eps0) = {coulomb:.8e} J m")
print(f"energy e^2 Y/(4 pi eps0) = {energy:.6e} J")
print(f"same energy = {energy / const.e:.6f} eV")
print(f"energy at g = 0 = {energy0:.6e} J")
print("table: g (nm^-2), G formula, G quadrature")
for row in table:
    print(f"  {row[0]:10.4f} {row[1]:.10f} {row[2]:.10f}")
print("table: g (nm^-2), Y formula, Y quadrature (nm^-1)")
for row in table:
    print(f"  {row[0]:10.4f} {row[3]:.10f} {row[4]:.10f}")
print(f"g = 0: product of library overlaps = "
      f"{overlap[0, 1] * overlap[2, 3]:.10f}")
print(f"g = 0: library repulsion integral = {Y0_library:.10f} nm^-1")
print(f"distant pair: R = {R_far:.6f} nm, S = {S_far:.6f} nm")
print(f"distant pair: Y/G = {far_ratio:.6f} nm^-1")
print(f"distant pair: 1/S = {1 / S_far:.6f}, 1/R = {1 / R_far:.6f} nm^-1")
print(f"four-function overlap = {contact:.6f} nm^-3")
print(f"g = {g_big:.0e} nm^-2: (g/pi)^(3/2) G = {contact_G:.6f} nm^-3")
print(f"g = {g_big:.0e} nm^-2: g Y/(2 pi) = {contact_Y:.6f} nm^-3")
print("all assertions hold")
```

Printed output:

```
exponents a, b, c, d (nm^-2): 100.0 60.0 80.0 40.0
centre A (nm): 0.0 0.0 0.0
centre B (nm): 0.1 0.0 0.0
centre C (nm): 0.0 0.2 0.0
centre D (nm): 0.1 0.2 0.1
g = 50.0 nm^-2
p = 160.0 nm^-2, q = 120.0 nm^-2
P (nm): 0.037500 0.000000 0.000000
Q (nm): 0.033333 0.200000 0.033333
R = 0.202802 nm, R^2 = 0.04112847 nm^2
rho = 68.571429 nm^-2, sigma = 118.571429 nm^-2
K_AB = 0.687289, K_CD = 0.586646
product of norms = 74836.9864 nm^-6
M = 35.860794 nm^-3
shifted centre S = 0.117283 nm
damping exponent rho g R^2/sigma = 1.189257
damping factor = 0.304447
Boys argument rho^2 R^2/sigma = 1.630981
unmodified argument rho R^2 = 2.820238
F0(modified) = 0.644735
F0(unmodified) = 0.518456
(pi/sigma)^(3/2) = 0.00431275 nm^3
2 pi/sigma = 0.05299072 nm^2
G = 0.04708546 (dimensionless)
Y = 0.37300350 nm^-1
Y with unmodified argument (false) = 0.29994682 nm^-1
e^2/(4 pi eps0) = 2.30707755e-28 J m
energy e^2 Y/(4 pi eps0) = 8.605480e-20 J
same energy = 0.537112 eV
energy at g = 0 = 3.930349e-19 J
table: g (nm^-2), G formula, G quadrature
    -20.5714 2.0109583196 2.0109583196
      0.0000 0.3516656190 0.3516656190
     50.0000 0.0470854650 0.0470854650
    200.0000 0.0055546868 0.0055546868
table: g (nm^-2), Y formula, Y quadrature (nm^-1)
    -20.5714 6.9096757220 6.9096757220
      0.0000 1.7036049176 1.7036049176
     50.0000 0.3730035021 0.3730035021
    200.0000 0.0825901257 0.0825901257
g = 0: product of library overlaps = 0.3516656190
g = 0: library repulsion integral = 1.7036049176 nm^-1
distant pair: R = 0.800705 nm, S = 0.463058 nm
distant pair: Y/G = 2.159555 nm^-1
distant pair: 1/S = 2.159555, 1/R = 1.248899 nm^-1
four-function overlap = 2.137008 nm^-3
g = 1e+08 nm^-2: (g/pi)^(3/2) G = 2.137009 nm^-3
g = 1e+08 nm^-2: g Y/(2 pi) = 2.137009 nm^-3
all assertions hold
```
